Counting the hydrogens that saturate a diamond-lattice silicon cluster

**Q:** I cut a small piece out of a silicon crystal and want to cap its surface with hydrogen. Silicon forms four bonds, so ten atoms should take forty hydrogens. What is wrong with that?

**A:** Forty is the number for ten separate silicon atoms. In the cluster, some of the four bonds of each atom already go to other silicons, and those need no hydrogen.

Let N be the number of silicon atoms, and let atom i have c_i silicon neighbours at the bond distance. I assume that every silicon forms four single bonds and that each bond not made to silicon ends on a hydrogen of its own. There are no double bonds, hydrogens shared between silicons, bare bonds, net charges or foreign atoms. Atom i then carries

h_i = 4 − c_i

hydrogens. An interior atom has c_i = 4 and carries none, while an isolated atom has c_i = 0 and becomes SiH4.

**Q:** That is a rule for one atom. To get the total I would have to inspect every atom on the surface.

**A:** You need only the sum of the neighbour numbers. Adding the rule over all atoms gives

H = Σ h_i = Σ (4 − c_i) = 4N − Σ c_i.

Let B be the number of Si–Si bonds. A bond between atoms i and j adds one to c_i and one to c_j, so the sum counts each bond twice:

Σ c_i = 2B.

Therefore

H = 4N − 2B.

The factor 2 has a direct meaning: making one Si–Si bond uses up one free bond on each of two atoms, so two hydrogens are no longer needed. Under the stated assumptions H is even.

**Q:** You have counted sticks in a ball-and-stick model. Do the electrons agree?

**A:** Count them separately. Each silicon brings four valence electrons and each hydrogen one, which makes 4N + H. There are B bonds between silicons and H bonds to hydrogen, and each holds two electrons. If the valence electrons exactly fill these bonds, then

4N + H = 2(B + H) = 2B + 2H.

Subtracting H from both sides gives 4N = 2B + H, which is H = 4N − 2B again.

**Q:** Then give me a definite cluster, and don't choose B to suit the answer.

**A:** Take the smallest cage of the diamond lattice, which has the shape of the hydrocarbon adamantane. B follows from coordinates. Measure lengths in quarters of the cubic cell edge and put the origin at the empty tetrahedral site in the middle of the cage. The four nearest lattice atoms are at

(−1,−1,−1), (1,1,−1), (1,−1,1), (−1,1,1),

and the next six are at

(±2,0,0), (0,±2,0), (0,0,±2).

Their squared distances from the centre are 3 and 4. The next lattice atoms have squared distance 11, so these ten form a complete set.

In these units two bonded atoms have squared separation 3. Start from (1,1,−1). Its separation from (2,0,0) is (1,−1,1), with square 3, so they are bonded. The same holds for (0,2,0) and (0,0,−2). The opposite atom (−2,0,0) is separated by (−3,−1,1), with square 11, and is not bonded; the other two opposite atoms are equally far. By symmetry, each of the four inner atoms has three neighbours among the outer six.

Two inner atoms have squared separation 8, and two outer atoms have 8 or 16, so there are no bonds within either group. Every bond joins an inner atom to an outer one, and

B = 4 × 3 = 12.

Seen from the other side, these 12 bonds are shared equally by six outer atoms, so each of those has two silicon neighbours. Now

H = 4 × 10 − 2 × 12 = 40 − 24 = 16.

The cluster is Si10H16. Atom by atom, four silicons carry one hydrogen and six carry two, and 4 × 1 + 6 × 2 = 16.

**Q:** You decided what counts as a bond by measuring distances. Would a quantum calculation find the same bonds?

**A:** It does in this case. I used rough lengths of 0.235 nm for Si–Si and 0.148 nm for Si–H, kept the lattice angles, and computed the electronic state by restricted Hartree–Fock. Silicon had the LANL2DZ core potential and basis, and hydrogen the 6-31G basis.

The occupied orbitals give a density matrix, which records how they are built from the basis functions on the atoms. From this matrix and the overlaps of the basis functions one can form the Mayer bond order of any two atoms, which is close to one for an ordinary shared pair of electrons. The Si–Si bonds have a mean order of 0.88 and the Si–H bonds 0.92. The largest value for any other pair is 0.01. These orders depend on the basis, which here has no polarization functions. For Si2H6 with the same bond lengths, the Si–Si and Si–H orders rise from 0.91 and 0.91 in this basis to 0.98 and 0.96 in the larger def2-TZVP basis, so the second digit should not be trusted. A dividing line at 0.5 still separates the two groups clearly. It gives 12 Si–Si and 16 Si–H bonds, with four partners for each silicon and one for each hydrogen.

The electron count agrees as well:

4 × 10 + 16 = 56 = 2 × (12 + 16).

This calculation has limits. The hydrogens were put in place beforehand, and the restricted method pairs all electrons by construction. It shows that the contacts we counted behave as single bonds at this level of theory. It doesn't show that Si10H16 is the most stable composition.

**Q:** What happens if I leave one hydrogen out?

**A:** The valence electron count becomes odd, so at least one electron is unpaired. The simplest case is SiH4 with one hydrogen removed and the other three held in place. In an unrestricted Hartree–Fock calculation with the same basis, the spin population on silicon is 1.18 electrons. The whole radical has a net spin population of 1, so the three hydrogens together carry −0.18. These are Mulliken populations, and the way they divide spin among atoms depends strongly on the basis. In the larger def2-TZVP basis silicon carries 0.98 and the hydrogens together about +0.02, so even the sign of the hydrogen share is not fixed. In both bases the unpaired electron is mainly on silicon, where the bond is missing.

If D free bonds are left bare, each takes the place of one hydrogen:

H = 4N − 2B − D.

Full saturation is the case D = 0.

**Q:** Chemists write Si_N H_(2N+2) for silanes. For N = 10 that gives 22, not 16.

**A:** That formula is for molecules without rings. To join N atoms into one connected piece without rings takes N − 1 bonds, because each bond attaches one more atom to the first. Every further bond joins two atoms that are already connected, and so closes an independent ring. With r such rings,

B = N − 1 + r.

Substitution gives

H = 4N − 2(N − 1 + r)
H = 4N − 2N + 2 − 2r
H = 2N + 2 − 2r.

For r = 0 this is the silane formula. Our cage has r = 12 − 9 = 3, so H = 20 + 2 − 6 = 16.

**Q:** I can see four hexagons in that cage. Why are there three rings?

**A:** There are four hexagons, but one of them follows from the others. Each outer atom bridges a pair of inner atoms, and the six outer atoms account for the six pairs. A hexagon consists of three inner atoms and the three bridges between them, so there are four ways to choose it.

A given bond runs from an inner atom to a bridge, and that bridge fixes a second inner atom. The third can be chosen in two ways, so the bond lies in two hexagons. Now overlay three of the hexagons and cancel every bond that appears twice. What remains is the fourth hexagon. It is therefore not independent, and r = 3 agrees with the bond count.

**Q:** Suppose my cluster is in several pieces. Does the first formula fail?

**A:** No, since its derivation never used connectedness. The ring formula does change. With m pieces there are m separate trees, so B = N − m + r and

H = 4N − 2(N − m + r) = 2N + 2m − 2r.

I tested H = 4N − 2B on 200 random sets of lattice sites, with bonds found from distances and hydrogens from empty bond directions. All 200 sets happened to be disconnected, and all obeyed the formula. Connected clusters needed a separate test. Fifteen were grown from one atom by 45 additions each, and the final clusters obeyed the ring formula.

**Q:** And for a large crystal? Surely the hydrogen should become unimportant.

**A:** Divide by N:

H/N = 4 − 2B/N.

In the infinite crystal every atom has four neighbours, so 2B = 4N and H/N = 0. In a large compact cluster only atoms near the surface have missing neighbours. Their number grows as the surface area, roughly as N^(2/3), so H/N falls roughly as N^(−1/3). This describes large, compact shapes. It does not apply to a chain, where H/N = 2 + 2/N tends to 2.

**Q:** There seems to be a quicker way. Put one hydrogen toward each vacant lattice site next to the cluster and count the sites.

**A:** For the ten-atom cage that works, because its 16 free bonds point to 16 different sites. It fails when two free bonds point to the same site.

Take the 29 atoms nearest to a silicon atom, including that atom. The central atom and its four neighbours have four silicon neighbours each. The next 12 atoms have three each, and the last 12 have two. Hence

2B = 5 × 4 + 12 × 3 + 12 × 2 = 80,
B = 40,
H = 4 × 29 − 80 = 36.

But there are only 30 distinct vacant sites. Of these, 24 are faced by one free bond and six by two, and 24 + 2 × 6 = 36. Counting sites would miss six hydrogens.

**Q:** Then two hydrogens are pushed into nearly the same place. Is there room for them?

**A:** On the unrelaxed lattice they are very close. Let d be the Si–Si length and b the Si–H length. Each of the two silicons is a distance d from the vacant site, so its hydrogen is d − b from that site. Seen from there, the two directions make the tetrahedral angle, whose cosine is −1/3. The law of cosines gives

s² = 2(d − b)² − 2(d − b)² × (−1/3)
s² = (8/3)(d − b)²,

and so

s = (d − b)√(8/3) = 0.087 nm × 1.633 = 0.142 nm.

Two hydrogens on the same silicon are b√(8/3) = 0.242 nm apart. In the ten-atom cage, the closest hydrogens on different silicons are 0.362 nm apart. Crowding of this kind is therefore absent from Si10H16 but present at six places in Si29H36.

**Q:** Is that a small correction or a serious one?

**A:** It is too large to ignore. I placed two SiH4 molecules at the lattice positions on either side of one shared site, and compared their Hartree–Fock energy with that of two separate molecules. All bond lengths and angles were held fixed. The pair is higher by 0.63 eV. The thermal energy kT at 300 K is 0.0259 eV, about 24 times smaller.

This is the interaction of two whole molecules, not of two hydrogens alone. It leaves out electron correlation, relaxation of the atoms and a correction for basis superposition. The value is good only to about 0.1 eV. Hartree–Fock in the larger def2-TZVP basis gives 0.72 eV, and adding MP2 correlation in that basis lowers it to 0.52–0.54 eV, which is still about 20 times kT. It shows the size of the strain in the rigid geometry, and should not be multiplied by six to give the strain energy of Si29H36.

**Q:** Can I remove the crowding without losing the count?

**A:** One way is to put a silicon atom into each shared site. Suppose a new atom has k silicon neighbours. Then N rises by 1 and B by k, so

ΔH = 4 × 1 − 2k = 4 − 2k.

The new atom removes k hydrogens from its neighbours and brings 4 − k of its own, which gives the same change. For k = 1 the cluster gains two hydrogens; for k = 2 the number stays the same; for k = 3 it falls by two. This rule held at every addition in the 15 grown clusters.

Each of the six shared sites has k = 2. Filling them gives N = 35 and B = 40 + 6 × 2 = 52, so

H = 4 × 35 − 2 × 52 = 140 − 104 = 36.

Si29H36 and Si35H36 have equal numbers of hydrogen. In the larger cluster the closest hydrogens on different silicons are again 0.362 nm apart, so the facing pairs have gone.

**Q:** And if I must keep 29 silicons?

**A:** You can remove both hydrogens of a facing pair and bond their two silicons to each other. B then rises by 1 and H falls by 2. Doing this at all six places gives

B = 40 + 6 = 46,
H = 4 × 29 − 2 × 46 = 116 − 92 = 24.

The formula still holds, but B can no longer be read from the original lattice. The two silicons start d√(8/3) = 0.384 nm apart, far more than a bond length of 0.235 nm, so they must move together and strain the bonds around them. I have counted the hydrogens of this structure, not computed its energy, so I can't say from this which form is favoured.

**Q:** Would you use the formula for a real silicon nanocrystal?

**A:** Yes, as a starting point for a hydrogen-covered particle whose bonds are known. The bond lengths used here are rough but typical of silicon and its hydrides. The size is not typical: the largest Si–Si distance in the ten-atom cage is 0.543 nm, whereas silicon nanocrystals are often a few nanometres across.

The assumption most at risk is the ideal surface. If surface atoms rebond, the count can change a good deal: in the 29-atom example it falls from 36 to 24, or by one third. Each bare bond lowers H by one. An oxygen atom that bridges two silicons, in place of a hydrogen on each, lowers it by two. A double bond between silicons, counted once in B, also lowers H by two, because it uses one more free bond on each atom. For a real particle one must therefore know the surface bonding before using the formula; the size alone is not enough.

The numerical output below lists the values for the three clusters and the calculations on the silanes.

Values computed for the example and the checks

```
Input Si-Si bond length (rough): 0.235 nm
Input Si-H bond length (rough): 0.148 nm
Random clusters tested: 200 clusters
Of these, disconnected: 200 clusters
Connected grown clusters tested: 15 clusters
Cage silicon atoms N: 10 atoms
Cage atoms with 3 Si neighbours: 4 atoms
Cage atoms with 2 Si neighbours: 6 atoms
Cage Si-Si bonds B: 12 bonds
Cage hydrogens H: 16 atoms
Cage hexagons: 4 rings
Cage independent rings: 3 rings
Cage distinct vacant neighbour sites: 16 sites
Cage largest Si-Si distance: 0.543 nm
Cage closest H-H, same Si: 0.242 nm
Cage closest H-H, different Si: 0.362 nm
Cage valence electrons: 56 electrons
Si-Si bonds found from density: 12 bonds
Si-H bonds found from density: 16 bonds
Mean Mayer order of Si-Si bonds: 0.88 (no unit)
Mean Mayer order of Si-H bonds: 0.92 (no unit)
Smallest order of a bonded pair: 0.88 (no unit)
Largest order, nonbonded pair: 0.01 (no unit)
SiH3 spin population on Si: 1.18 electrons
29-atom cluster Si-Si bonds: 40 bonds
29-atom cluster hydrogens: 36 atoms
29-atom cluster distinct vacant sites: 30 sites
29-atom cluster shared vacant sites: 6 sites
29-atom hydrogens after rebonding: 24 atoms
29-atom closest H-H, different Si: 0.142 nm
35-atom cluster Si-Si bonds: 52 bonds
35-atom cluster hydrogens: 36 atoms
35-atom closest H-H, different Si: 0.362 nm
Repulsion of two facing silanes: 0.63 eV
Temperature for comparison: 300 K
Thermal energy at that temperature: 0.0259 eV
```
